Phonon confinement in silicon nanocrystals: how the envelope sets the Raman redshift

**Result**

In the Richter model, the Raman line of a nanocrystal of diameter L is a weighted sum of Lorentzians placed along the optic branch:

I(ω) ∝ ∫ q²|C(q)|² dq / [(ω − ω(q))² + γ²],  γ = Γ/2,  0 < q < q_max. (1)

Here C(q) is the Fourier transform of an envelope W(r) that confines the phonon, and Γ is the full width at half maximum. If the branch falls as ω(q) ≈ ω₀ − Dq², the mean redshift is

x̄ = D⟨q²⟩,  ⟨q²⟩ = ∫|∇W|² d³r / ∫W² d³r. (2)

The diameter alone therefore does not fix the redshift. For a Gaussian W = exp(−αr²/L²), the peak redshift Δ has the limits

Δ → Dα/L² for a narrow line,  Δ → 3Dα/L² for a broad line. (3)

For silicon with L = 5 nm and Γ = 4 cm⁻¹, the three envelopes defined below give peak redshifts of 0.21, 1.10 and 4.24 cm⁻¹.

**The model and its branch**

A zone-centre phonon in an infinite crystal has the same amplitude in every cell. The model multiplies this amplitude by W(r), which mixes in wave vectors q with amplitudes C(q). It then assumes that each q scatters independently, with intensity |C(q)|², a common linewidth and a Raman matrix element that does not depend on q. This is an ansatz. A true normal mode of the nanocrystal has one frequency.

The branch is taken as isotropic, and the zone as a sphere of radius q_max = 2π/a:

ω² = ω_X² + B cos(qa/4),  B = ω₀² − ω_X².

At q = 0 this gives ω₀. At q = 2π/a the cosine vanishes and ω = ω_X. For small q, cos θ ≈ 1 − θ²/2 with θ = qa/4, so ω² ≈ ω₀² − Ba²q²/32. The square root, √(ω₀² − ε) ≈ ω₀ − ε/(2ω₀), gives

D = Ba²/(64ω₀).

The model inputs, chosen to resemble silicon, are a = 0.543 nm, ω₀ = 520 cm⁻¹ and ω_X = 410 cm⁻¹. Then B = 520² − 410² = 102300 cm⁻², and

D = 102300 × 0.543² / (64 × 520) = 0.906 nm² cm⁻¹.

Below, x(q) = ω₀ − ω(q) is the redshift of one component, counted positive.

**From envelope to weight**

For a spherical envelope the angular part of the Fourier integral is

2π ∫₋₁¹ exp(−iqrμ) dμ = 4π sin(qr)/(qr).

Hence C(q) = (4π/q) S(q), and the weight in (1) is

q²|C|² = 16π² S²,  S(q) = ∫₀^∞ rW(r) sin(qr) dr. (4)

*Gaussian.* Completing the square in the exponent gives

−αr²/L² − iq·r = −(α/L²)(r + iqL²/2α)² − q²L²/(4α).

The first term integrates to a constant, so C ∝ exp(−q²L²/4α) and

q²|C|² ∝ q² exp(−q²L²/2α). (5)

Richter's choice is α = 2. The tighter Gaussian used here has α = 8π² = 78.96. At the surface r = L/2 the amplitude is exp(−α/4), which is 0.61 for Richter's envelope and about 3 × 10⁻⁹ for the tight one.

*Sinc.* Let W = sin(kr)/(kr) for r < L/2 and zero outside, with k = 2π/L. Then rW = sin(kr)/k. The product rule for two sines gives

S = (1/2k) { sin[(k−q)L/2]/(k−q) − sin[(k+q)L/2]/(k+q) }.

Since kL/2 = π, the two numerators are sin(qL/2) and −sin(qL/2). The braces become sin(qL/2) · 2k/(k² − q²), so

S = sin(qL/2)/(k² − q²) = L² sin(qL/2)/(4π² − q²L²). (6)

The point qL = 2π is a removable singularity. The difference form above, written with the function sin(z)/z, avoids it in computation.

**Mean redshift**

The transform of ∇W is iqC. Parseval's theorem applied to W and to ∇W gives the second part of (2), provided that W is continuous and q runs to infinity.

For the Gaussian, |C|² is a product of three normal distributions, each of variance α/L². Their sum is ⟨q²⟩ = 3α/L².

For an envelope that vanishes at R = L/2, put u = rW. Then rW′ = u′ − u/r, and

(u′ − u/r)² = u′² − d(u²/r)/dr.

The last term integrates to zero, because u²/r vanishes at both ends. Thus ⟨q²⟩ = ∫u′² dr / ∫u² dr. Expanding u = Σ cₙ sin(nπr/R) gives

⟨q²⟩ = (π/R)² Σ n²cₙ² / Σ cₙ² ≥ (π/R)² = 4π²/L².

The sinc contains n = 1 alone and reaches this minimum. Among continuous spherical envelopes that vanish at the surface, it has the smallest mean redshift in the parabolic approximation. Real-space quadrature gives L²⟨q²⟩ = 6.00 for Richter's Gaussian, 39.48 for the sinc and 236.87 for the tight Gaussian. The parabola 1 − (2r/L)² gives 42.00, above the minimum as required.

**Peak redshift**

The peak of the line need not lie at the mean redshift. At ω = ω₀ − Δ the denominator in (1) is (x − Δ)² + γ². Setting dI/dΔ = 0 gives

∫ q²|C|² (x − Δ) / [(x − Δ)² + γ²]² dq = 0. (7)

*Broad line.* If γ far exceeds every x that carries weight, the denominator is nearly the constant γ⁴. What remains is ∫ q²|C|²(x − Δ) dq = 0, so Δ equals the mean.

*Narrow line.* As γ → 0 each Lorentzian becomes a delta function, and the line follows the weight per unit x, which is q²|C|²/(dx/dq). With dx/dq = 2Dq, the Gaussian gives a density proportional to q exp(−q²L²/2α). Its logarithmic derivative, 1/q − qL²/α, vanishes at q² = α/L². This proves the first limit in (3). For the sinc the same density, S²/q, has its highest maximum at (qL)² = 14.56, against a mean of 39.48.

Both limits were tested at L = 20 nm. In units of D/L², the tight Gaussian gave 79.4 for a linewidth of 1% of the limiting redshift and 236.7 for Γ = 400 cm⁻¹. The formulas give 79.0 and 236.9. The sinc gave 14.6 and 39.2.

**Algorithm**

1. Divide 0 < q < 2π/a into N = 6000 equal cells of width h, and take the midpoints qⱼ.
2. Compute xⱼ = x(qⱼ) from the full branch and the weights wⱼ from (5) or (6). For any other envelope, compute S by Gauss–Legendre quadrature in r.
3. Evaluate I(Δ) = Σ wⱼ/[(xⱼ − Δ)² + γ²] at 161 values of Δ between 0 and 1.5 times the weighted mean of x.
4. Take the neighbours of the highest value as a bracket, and solve the discrete form of (7) within it. If the highest value is at the upper end, the range must be extended.
5. To turn a given redshift into a diameter, repeat steps 2 to 4 inside a root search in L.

The scan in step 3 matters because the sinc weight has side lobes, so a narrow line can have several maxima.

**Error analysis**

*Quadrature in q.* The Lorentzian has poles where x(q) = Δ ± iγ. Where Δ is well above γ, they lie at a distance of about d = γ/x′(q) from the real axis, where x′ = dx/dq. Near q = 0, where x′ vanishes, this estimate fails. For Δ well below γ the parabola Dq² gives d ≈ √(γ/2D) instead, which is about 1 nm⁻¹ for γ = 2 cm⁻¹. By Poisson summation, the midpoint error from the interior is of order exp(−2πd/h), so the rule needs h well below d. Differentiating ω² gives

x′ = Ba sin(qa/4)/(8ω),

which is largest at the zone edge: 102300 × 0.543/(8 × 410) = 16.9 nm cm⁻¹. With γ = 2 cm⁻¹, d is at least about 0.12 nm⁻¹, while h = 11.571/6000 = 0.0019 nm⁻¹. The interior error is negligible. For a much narrower line h must shrink in proportion to γ.

*Cutoff at the zone edge.* The Gaussian weights die off quickly, but the sinc has a slow tail. With v = qL, its weight is sin²(v/2)/(4π² − v²)². Parseval's theorem for the sine transform gives the norm:

∫₀^∞ S² dq = (π/2) ∫₀^{L/2} (rW)² dr = (π/2)(L/2π)²(L/4) = L³/(32π).

Since S² = L⁴ × weight and dq = dv/L, the weight integrates to 1/(32π). Beyond a large V = q_max L, v² times the weight averages to 1/(2v²), because sin² averages to one half. The part missing from L²⟨q²⟩ is therefore

32π × 1/(2V) = 16π/V.

At L = 5 nm, V = 57.9 and the loss is 0.87, or 2.2% of 39.48. The computed mean is 1.395 cm⁻¹, while D × 39.48/25 = 1.431 cm⁻¹, a deficit of 2.5%. The cutoff accounts for most of it. The remainder has the sign expected from the branch, whose redshift lies below the parabola Dq²: at the zone edge x is 110 cm⁻¹, while Dq² is 121 cm⁻¹.

*A discontinuous envelope.* Suppose Richter's Gaussian is cut off at r = L/2, where it still equals 0.61. Integration by parts in (4) gives, at large q,

S ≈ −R W(R) cos(qR)/q.

Then q²S² does not decay, and ⟨q²⟩ grows linearly with the cutoff. Numerically, the contribution from 40 to 80 nm⁻¹ is 2.006 times that from 20 to 40 nm⁻¹. With the zone edge as cutoff, the mean redshift at 5 nm rises from 0.22 to 2.96 cm⁻¹, and the peak from 0.21 to 0.77 cm⁻¹. Whether the tail outside the crystal is kept is thus part of the model's definition.

*Spherical zone.* A three-dimensional sum over the truncated-octahedral zone, with the same isotropic branch, gives 9.718 cm⁻¹ for the tight Gaussian at 3 nm. The radial integral gives the same four digits.

*Inversion.* If Δ ∝ L⁻ⁿ locally, then δL/L = −(1/n) δΔ/Δ. For the tight Gaussian near 5 nm, n is about 1.5. An error of 1 cm⁻¹ in 4.24 cm⁻¹, or 24%, becomes about 16% in diameter to first order. For so large an error the full inversion is asymmetric: a redshift 1 cm⁻¹ higher gives 4.36 nm (−13%), and one 1 cm⁻¹ lower gives 5.98 nm (+20%).

**How the envelope changes the prediction**

The peak redshifts in cm⁻¹, at fixed Γ = 4 cm⁻¹, are:

L = 3 nm: Richter 0.55, sinc 2.46, tight 9.72
L = 5 nm: Richter 0.21, sinc 1.10, tight 4.24
L = 8 nm: Richter 0.085, sinc 0.48, tight 2.11

At 5 nm the two Gaussians differ by a factor of 20, although their mean squares differ by 39.5. Richter's peak lies at 98% of its mean redshift, close to the broad-line limit. The tight Gaussian's peak, 4.24 cm⁻¹, is half its mean of 8.50 cm⁻¹. Its line is also lopsided, with half widths of 9.0 cm⁻¹ on the low-frequency side and 4.3 cm⁻¹ on the other.

Width and shape of the envelope can be separated. A Gaussian with α = 4π²/3 = 13.16 has the same ⟨q²⟩ as the sinc. Its peak redshift at 5 nm is 1.12 cm⁻¹, against 1.10 cm⁻¹ for the sinc. At the computed sizes from 2 to 10 nm the two differ by at most about 8% of the sinc value. For these envelopes the choice of ⟨q²⟩ matters far more than the remaining difference in shape.

The Gaussian weight (5) contains L and α only as L²/α. Since

L²/(8π²) = (L/2π)²/2,

the tight Gaussian at diameter L gives the same spectrum as Richter's at L/2π. No fit of the line shape can determine α and L separately. A redshift of 3 cm⁻¹ implies 6.29 nm with the tight Gaussian, 2.63 nm with the sinc and 1.00 nm with Richter's. The first and last differ by the factor 2π. The last is less than two lattice constants, where a smooth envelope has little meaning.

The apparent size law also follows from (3). On a parabolic branch, write Δ = F Dα/L², where F depends on ΓL²/(Dα) and lies near 1 for a narrow line and near 3 for a broad one. For the tight Gaussian, Dα = 0.9063 × 78.957 = 71.56 nm² cm⁻¹. At 4 nm, Δ = 6.008 cm⁻¹ gives F = 6.008 × 16/71.56 = 1.34. At 8 nm, Δ = 2.113 cm⁻¹ gives F = 1.89. The rise in F slows the fall of Δ, and the exponent between these sizes is

n = 2 − log₂(1.89/1.34) ≈ 1.5.

With Γ = 400 cm⁻¹ the exponent is 1.97. In this model, an exponent of 1.5 thus reflects a gradual passage from the narrow-line limit towards the broad-line limit as L grows. It is not a separate law of confinement.

**Comparison with a single confined mode**

The same branch can be solved with a hard wall. Acting on u = rW, the factor cos(qa/4) becomes the operation ½[u(r + a/4) + u(r − a/4)], since this multiplies sin(qr) by cos(qa/4). On a radial grid of spacing a/4, ω² is then a tridiagonal matrix. With 18 intervals, L = 4.887 nm, and the highest mode is redshifted by 1.497 cm⁻¹. The estimate D(2π/L)² gives 1.498 cm⁻¹. At 5 nm it gives 1.43 cm⁻¹, one third of the tight Gaussian's peak redshift. The larger value is therefore not what hard-wall confinement of this branch yields. It comes from the chosen α.

**Real nanocrystals**

The parameters are in the range of crystalline silicon at room temperature, where the bulk line lies near 520 cm⁻¹ and is a few cm⁻¹ wide. Redshifts of a few cm⁻¹ are typical in size for crystals of several nanometres, which the tight Gaussian can reproduce. That agreement does not validate its envelope, because several neglected effects are of comparable size. For the tight Gaussian at 5 nm, starting from 4.24 cm⁻¹ and changing one thing at a time:

- A log-normal spread of 0.2 in ln L, with number median 5 nm and volume weighting, lowers the redshift to 3.14 cm⁻¹. Two things act together. Larger crystals have narrower and taller lines, which pull the peak towards them; this alone, without volume weighting, gives 3.72 cm⁻¹. Volume weighting then moves the median diameter to 5.64 nm and lowers the peak further.
- Replacing the single branch by one such branch and two flatter transverse ones, with zone-edge frequency 460 cm⁻¹, lowers it to 3.06 cm⁻¹.
- Doubling Γ to 8 cm⁻¹ raises it to 5.06 cm⁻¹.
- The Stokes prefactor (n + 1)/ω, with n the Bose occupation at 300 K, raises it by 0.04 cm⁻¹ if evaluated at the centre of each component, and by 0.06 cm⁻¹ if evaluated at the observed Raman shift. Most of this comes from the temperature-independent 1/ω. The thermal factor n + 1 alone gives about 0.01 cm⁻¹.
- Laser heating by 100 K, at a rough 0.02 cm⁻¹ per kelvin, adds 2 cm⁻¹.
- A rough surface stress f = 1 N/m compresses a sphere by 2f/R = 2/(2.5 × 10⁻⁹) Pa = 0.8 GPa. At a rough 5 cm⁻¹ per GPa this is a blueshift of 4 cm⁻¹, nearly enough to cancel the confinement redshift.

A diameter from this model is therefore conditional on a stated envelope, linewidth and set of branches, and on separate knowledge of size spread, temperature and stress. If the diameters are known independently, for example from electron microscopy, α can be calibrated for one kind of sample, but heating and stress should be corrected first, because they vary with size differently from confinement. Suppose 100 K of heating is ignored and α is fitted at 5 nm. The fit then predicts 3.0 cm⁻¹ at 8 nm, where the model with heating gives 4.1 cm⁻¹. The surface stress above would even turn the redshift at 8 nm into a small blueshift, which no α can reproduce. A calibrated α should therefore be checked at several sizes, and it need not carry over to samples prepared or illuminated differently. The remaining sizes and intermediate values are in the numerical output.

Table of computed values

```
a = 0.543 nm, zone radius = 11.571 1/nm
omega0 = 520, omegaX = 410, FWHM = 4 1/cm
B = 102300 1/cm^2, curvature D = 0.9063 nm^2/cm
L^2 <q^2>, from real-space gradients (no unit):
  Richter: 6.000
  sinc: 39.478
  tight: 236.871
  parabolic envelope: 42.000; lowest state: 39.478
alpha: tight 78.957, matched 13.159
Peak limits in units of D/L^2 (narrow line, broad line), L = 20 nm:
  sinc: 14.62, 39.20
  tight: 79.36, 236.71
  sinc narrow-line limit from its weight: 14.56
Peak redshift in 1/cm: L/nm, Richter, sinc, matched, tight
     2    1.076    4.600    4.369   20.381
     3    0.550    2.457    2.391    9.718
     4    0.327    1.577    1.569    6.008
     5    0.213    1.102    1.119    4.235
     6    0.150    0.809    0.838    3.219
     8    0.085    0.482    0.514    2.113
    10    0.054    0.318    0.343    1.522
L = 5 nm: mean redshift, low-side and high-side half width, 1/cm
  Richter: 0.217, 2.03, 2.02
  sinc: 1.395, 2.61, 2.29
  tight: 8.497, 8.98, 4.34
Richter cut off at r = L/2: peak 0.772 1/cm
  its mean redshift: 2.960 1/cm
  moment growth per doubled cutoff: 2.006
Size exponent between 4 and 8 nm:
  Richter 1.947, sinc 1.710, tight 1.508
  tight, FWHM 400 1/cm: 1.973
Diameter inferred from a redshift of 3 1/cm, nm:
  Richter 1.002, sinc 2.632, tight 6.294
  ratio tight/Richter: 6.2832
Tight, L = 3 nm: radial 9.718, 3D zone 9.718 1/cm
Confined mode, L = 4.887 nm: redshift 1.497 1/cm
Neglected effects, tight, L = 5 nm, base peak 4.235 1/cm:
  log-normal spread 0.2: peak 3.138 1/cm
  volume-weighted median: 5.637 nm
  transverse edge 460 1/cm: peak 3.056 1/cm
  Stokes factor at 300 K: peak 4.279 1/cm
  FWHM doubled: peak 5.062 1/cm
  heating 100 K at rough 0.02 1/(cm K):
    extra redshift 2.0 1/cm
  rough surface stress 1 N/m: 0.80 GPa
    at rough 5 1/(cm GPa): blueshift 4.0 1/cm
```
